\section*{The Breit Operator from Exchange of One Transverse Photon}

\section{One transverse photon between two Dirac electrons}

Suppose two electrons obey the Dirac equation in a nuclear field but repel each other only through $1/r$. The kinetic energies are then relativistic, while the force between the moving charges is still that of charges at rest. The missing magnetic interaction is smaller than the Coulomb repulsion by a factor of order $v^2/c^2$, the same factor by which Dirac orbitals change the Coulomb repulsion itself. For nuclear charge $Z$, both effects scale in atomic units as $Z^3/c^2$, one power of $Z$ below the relativistic corrections to the one-electron energies. In the $1s_{1/2}2p_{1/2}$, $J=0$ level of a two-electron ion with $Z=30$, treated below, the omission costs about $3.7$ eV when evaluated with unscreened hydrogenic orbitals. The missing term comes from exchange of a transverse photon.

\subsection{Hamiltonian and field amplitude}

Atomic units are used, with $4\pi\epsilon_0=1$ and $c=1/\alpha_{\rm fs}\approx137$, where $\alpha_{\rm fs}$ is the fine-structure constant. In Coulomb gauge, $\nabla\cdot\mathbf A=0$, the Coulomb repulsion is instantaneous and the photons are transverse. An electron has charge $-1$, so $\mathbf p\to\mathbf p+\mathbf A$ in its Dirac Hamiltonian $h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U(\mathbf r)$. The coupling to the field is therefore
\begin{equation}
H'=c\,\boldsymbol\alpha_1\cdot\mathbf A(\mathbf r_1)+c\,\boldsymbol\alpha_2\cdot\mathbf A(\mathbf r_2). \label{coupling}
\end{equation}
In a box of volume $\mathcal V$, with real polarization vectors $\boldsymbol\epsilon\perp\mathbf k$ and $\omega=ck$,
\begin{equation}
\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}N_k\,\boldsymbol\epsilon_{\mathbf k\lambda}
\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right). \label{field}
\end{equation}
The energy of one photon fixes $N_k$. A classical wave in one mode has $A=2N_k|a|\cos(\mathbf k\cdot\mathbf r-\omega t)$. The amplitudes of $E$ and $cB$ are both $2N_k\omega|a|$, and each squared cosine averages to $1/2$. The energy is
\begin{equation}
\frac{\mathcal V}{8\pi}\left(\tfrac12+\tfrac12\right)(2N_k\omega|a|)^2=\frac{\mathcal V N_k^2\omega^2|a|^2}{2\pi}.
\end{equation}
This must equal $\omega|a|^2$, since $|a|^2$ is the photon number. Hence
\begin{equation}
N_k^2=\frac{2\pi}{\omega\mathcal V}. \label{amplitude}
\end{equation}

\subsection{The two time orderings}

Let $a,b,c,d$ label positive-energy eigenstates of the same $h$. (As a label, $c$ cannot be confused with the speed of light.) Electron 1 goes from $a$ to $c$ and electron 2 from $b$ to $d$, with no photon before or after. Total energy is conserved:
\begin{equation}
\Delta\equiv\varepsilon_a-\varepsilon_c=-(\varepsilon_b-\varepsilon_d). \label{shell}
\end{equation}
The effective interaction in second order is $\sum_n\langle f|H'|n\rangle\langle n|H'|i\rangle/(E_i-E_n)$. The electron repulsion is left out of $E_n$, which is the lowest order in that repulsion. Terms in which one electron emits and reabsorbs the photon are self-energies and are set aside.

If electron 1 emits first, the intermediate state contains $c$, $b$ and a photon; if electron 2 emits first, it contains $a$, $d$ and a photon. The denominators are
\begin{align}
\varepsilon_a+\varepsilon_b-(\varepsilon_c+\varepsilon_b+\omega)&=\Delta-\omega,\\
\varepsilon_a+\varepsilon_b-(\varepsilon_a+\varepsilon_d+\omega)&=-\Delta-\omega.
\end{align}
The outer orbitals fix the intermediate electron state, so no sum over electron states is left.

The first ordering carries the phase $e^{-i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}$ and the second its conjugate. The sum over modes contains $-\mathbf k$ along with $\mathbf k$, so both phases may be written $e^{i\mathbf k\cdot\mathbf r}$, with $\mathbf r=\mathbf r_1-\mathbf r_2$. The numerators are then equal, and the denominators combine to
\begin{equation}
\frac1{\Delta-\omega}+\frac1{-\Delta-\omega}=-\frac{2\omega}{\omega^2-\Delta^2}. \label{orderings}
\end{equation}
For $\omega>|\Delta|$ the separate terms are $-(1/\omega)(1\pm\Delta/\omega+\dots)$. The linear corrections cancel because of \eqref{shell}. If the initial and final energies differed, the denominators $E_i-E_n$ used here would leave a linear term proportional to $E_i-E_f$. Its sign reverses if $E_f$ is used in place of $E_i$, and it cancels in the mean of the two forms.

Now $\Delta$ is neglected against $\omega$ in both orderings, and \eqref{orderings} becomes $-2/\omega$. With \eqref{amplitude}, the strength per mode is
\begin{equation}
c^2N_k^2\left(-\frac2\omega\right)=-\frac{4\pi c^2}{\omega^2\mathcal V}=-\frac{4\pi}{k^2\mathcal V}. \label{strength}
\end{equation}
The two polarization vectors and $\hat{\mathbf k}$ form an orthonormal basis, so $\sum_\lambda\epsilon_i\epsilon_j=\delta_{ij}-\hat k_i\hat k_j$. Replacing $\mathcal V^{-1}\sum_{\mathbf k}$ by $\int d^3k/(2\pi)^3$ gives
\begin{equation}
B=-\alpha_{1i}\alpha_{2j}\,T_{ij},\qquad
T_{ij}=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\left(\delta_{ij}-\hat k_i\hat k_j\right)e^{i\mathbf k\cdot\mathbf r}. \label{momentum}
\end{equation}

\subsection{The integral over photon momenta}

The $\delta_{ij}$ part of $T_{ij}$ is the Coulomb integral, $\delta_{ij}/r$. For the other part define
\begin{equation}
F_0(r)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^4}\left(e^{i\mathbf k\cdot\mathbf r}-1\right).
\end{equation}
The subtracted 1 makes the integral converge at small $k$ and drops out on differentiation. The angular average of $e^{i\mathbf k\cdot\mathbf r}$ is $\sin(kr)/kr$. With $x=kr$,
\begin{equation}
F_0=\frac{2r}{\pi}\int_0^\infty\frac{\sin x-x}{x^3}\,dx=-\frac r2 .
\end{equation}
Two integrations by parts, whose boundary terms vanish, give the last step:
\begin{equation}
\int_0^\infty\!\frac{x-\sin x}{x^3}dx=\frac12\int_0^\infty\!\frac{1-\cos x}{x^2}dx=\frac12\int_0^\infty\!\frac{\sin x}{x}dx=\frac\pi4 .
\end{equation}
Each factor $k_i$ is produced by $-i\partial_i$, so $k_ik_j$ corresponds to $-\partial_i\partial_j$. Since $\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r$,
\begin{equation}
T_{ij}=\frac{\delta_{ij}}r+\partial_i\partial_jF_0
=\frac{\delta_{ij}}r-\frac{\delta_{ij}-\hat r_i\hat r_j}{2r}
=\frac{\delta_{ij}+\hat r_i\hat r_j}{2r}. \label{tensor}
\end{equation}
Inserting this in \eqref{momentum} gives the Breit operator,
\begin{equation}
\boxed{B=-\frac1{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right].} \label{breit}
\end{equation}
The velocity operator is $i[h,\mathbf r]=c\boldsymbol\alpha$, so $B$ is a velocity--velocity interaction of relative order $v^2/c^2$. For parallel velocities it is negative, as expected for the attraction of parallel currents.

The cross terms form an operator symmetric in the two electrons. Between antisymmetric states it therefore gives a direct minus an exchange matrix element. For the first-order energy of a configuration $ab$, the direct one is $ab\to ab$, with $\Delta=0$, and nothing has been neglected. In the exchange one, $ab\to ba$ and $\Delta=\varepsilon_a-\varepsilon_b$.

\subsection{What the neglect costs}

Keep $\Delta$ and set $\kappa=|\Delta|/c$. By \eqref{orderings}, the factor $4\pi/k^2$ in \eqref{momentum} becomes $4\pi/(k^2-\kappa^2)$. The pole at $k=\kappa$ is a real photon. Its imaginary part belongs to radiative decay, and the energy is given by the principal value, written P. The scalar integral is
\begin{equation}
{\rm P}\!\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi e^{i\mathbf k\cdot\mathbf r}}{k^2-\kappa^2}
=\frac2{\pi r}\,{\rm P}\!\int_0^\infty\!\frac{k\sin kr}{k^2-\kappa^2}\,dk=\frac{\cos\kappa r}r .
\end{equation}
To see this, extend the even integrand to the whole line, which gives a factor $1/2$, and write $k/(k^2-\kappa^2)=\frac12[(k-\kappa)^{-1}+(k+\kappa)^{-1}]$. After a shift of $k$, each fraction contributes $\pi\cos\kappa r$, so the $k$ integral is $\frac\pi2\cos\kappa r$.

For the $\hat k_i\hat k_j$ part, use
\begin{equation}
\frac1{k^2(k^2-\kappa^2)}=\frac1{\kappa^2}\left(\frac1{k^2-\kappa^2}-\frac1{k^2}\right).
\end{equation}
The tensor that replaces \eqref{tensor} is then
\begin{equation}
T_{ij}(\kappa)=\delta_{ij}\frac{\cos\kappa r}r+\partial_i\partial_jF,\qquad F=\frac{\cos\kappa r-1}{\kappa^2r}. \label{retarded}
\end{equation}
For small $\kappa r$, $F=-r/2+\kappa^2r^3/24+\dots$, and $\partial_i\partial_jr^3=3r(\delta_{ij}+\hat r_i\hat r_j)$. Hence
\begin{equation}
T_{ij}(\kappa)-T_{ij}(0)=\frac{\kappa^2r}8\left(-3\delta_{ij}+\hat r_i\hat r_j\right)+\dots \label{correction}
\end{equation}
The relative error is of order $(\kappa r)^2$. In an ion with nuclear charge $Z$, $r\sim1/Z$ and $\Delta\sim Z^2$, so $\kappa r\sim Z/c$. The condition for \eqref{breit} is thus that the electrons be close compared with $c/|\Delta|$. It is not required that every photon satisfy $\omega\gg|\Delta|$, and the soft ones do not.

The condition fails if an electron passes between a positive-energy and a negative-energy orbital. Its energy then changes by about $2c^2$ or more. If \eqref{shell} holds, $\kappa\gtrsim2c$, and $\kappa r\gtrsim2c/Z$ is large at atomic distances. For the intermediate states of a second-order sum \eqref{shell} need not hold, and each ordering has its own energy change. The denominator that contains the large change is then far from $-\omega$ for photons with $k\sim Z$, and the sum of the two orderings is far from $-2/\omega$. The derivation therefore supports $B$ in first order between positive-energy states. It does not support a second-order use of $B$ with negative-energy intermediate states.

\subsection{The neglect depends on the gauge}

The second term of \eqref{retarded} can be rewritten for eigenstates of a common local potential. Since $[h,F]=-ic\,\boldsymbol\alpha\cdot\nabla F$ and $\nabla_2F=-\nabla_1F$,
\begin{equation}
[h_1,[h_2,F]]=-c^2\alpha_{1i}\alpha_{2j}\partial_{1i}\partial_{2j}F=c^2\alpha_{1i}\alpha_{2j}\partial_i\partial_jF .
\end{equation}
Its matrix element is $(\varepsilon_c-\varepsilon_a)(\varepsilon_d-\varepsilon_b)\langle F\rangle=-\Delta^2\langle F\rangle$. So $\alpha_{1i}\alpha_{2j}\partial_i\partial_jF$ may be replaced by $-\kappa^2F=(1-\cos\kappa r)/r$. Adding the Coulomb repulsion to the transverse exchange gives
\begin{equation}
\frac1r-\alpha_{1i}\alpha_{2j}T_{ij}(\kappa)\;\to\;(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{\cos\kappa r}r , \label{feynman}
\end{equation}
which is the Feynman-gauge form. With $\Delta$ kept, the two forms have equal matrix elements. Setting $\kappa=0$ on the right of \eqref{feynman} leaves $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)/r$ and loses $-\kappa^2r/2$ from the charge term. That loss is of order $Z^3/c^2$, the order of $B$ itself. Neglecting $\Delta$ is a good approximation in Coulomb gauge because the large charge term there contains no $\Delta$.

\subsection{Example: the $1s_{1/2}2p_{1/2}$, $J=0$ level at $Z=30$}

Take a point nucleus and hydrogenic Dirac orbitals, the leading order in the electron repulsion. With $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ and a two-component spinor $\chi$, the upper and lower components are
\begin{equation}
\psi_s=\frac1{\sqrt{4\pi}}\binom{g_s\chi}{-if_s\sigma_r\chi},\qquad
\psi_p=\frac1{\sqrt{4\pi}}\binom{-g_p\sigma_r\chi}{if_p\chi}.
\end{equation}
The radial functions are the closed-form Dirac--Coulomb solutions.

\emph{Exchange.} Using $\sigma_r\boldsymbol\sigma\sigma_r=2\hat{\mathbf r}\sigma_r-\boldsymbol\sigma$, the transition current $\psi_p^\dagger\boldsymbol\alpha\psi_s$ has the spin matrix
\begin{equation}
\frac i{4\pi}\left[g_pf_s(2\hat{\mathbf r}\sigma_r-\boldsymbol\sigma)-f_pg_s\boldsymbol\sigma\right].
\end{equation}
Multiply by $e^{i\mathbf k\cdot\mathbf r}$ and integrate. The angular average of the exponential is $j_0(kr)$. That of $\hat r_i\hat r_je^{i\mathbf k\cdot\mathbf r}$ is $\delta_{ij}j_1(kr)/kr$ plus a term in $\hat k_i\hat k_j$, which the transverse projection removes. The transverse current is $iJ(k)\boldsymbol\sigma_\perp$, with
\begin{equation}
J=\int_0^\infty\! r^2dr\left[g_pf_s\left(\frac{2j_1(kr)}{kr}-j_0(kr)\right)-f_pg_sj_0(kr)\right].
\end{equation}
The reverse transition at $-\mathbf k$ gives $-iJ\boldsymbol\sigma_\perp$. Averaging over $\hat{\mathbf k}$ turns $\boldsymbol\sigma_\perp\cdot\boldsymbol\sigma'_\perp$ into $\frac23\boldsymbol\sigma\cdot\boldsymbol\sigma'$, and $4\pi\,d^3k/(2\pi)^3$ becomes $(2/\pi)k^2dk$. The coefficient of $\boldsymbol\sigma\cdot\boldsymbol\sigma'$ is
\begin{equation}
K(\kappa)=-\frac4{3\pi}\,{\rm P}\!\int_0^\infty\!\frac{k^2J^2}{k^2-\kappa^2}\,dk . \label{K}
\end{equation}
For $J=0$ the two spinors $\chi$ form a singlet, with $\boldsymbol\sigma\cdot\boldsymbol\sigma'=-3$. The exchange also swaps them, a factor $-1$, and enters the energy with a minus sign. Its energy is $-3K$.

\emph{Direct.} From $[\sigma_i,\sigma_r]=2i(\hat{\mathbf r}\times\boldsymbol\sigma)_i$, the currents are $\pm2gf\,\hat{\mathbf r}\times\boldsymbol\sigma/4\pi$, with the upper sign for $1s$. The average of $\hat{\mathbf r}e^{i\mathbf k\cdot\mathbf r}$ is $i\hat{\mathbf k}j_1(kr)$. With $M=\int r^2gf\,j_1(kr)\,dr$, the product of the two currents at $\mathbf k$ and $-\mathbf k$ averages to $-\frac83M_sM_p\,\boldsymbol\sigma\cdot\boldsymbol\sigma'$. The direct energy is
\begin{equation}
-3D,\qquad D=\frac{16}{3\pi}\int_0^\infty M_sM_p\,dk .
\end{equation}

Gaussian quadrature of these integrals gives $1.6695$ eV for the direct term and $2.0411$ eV for the exchange term with $\kappa=0$. The Breit energy is
\begin{equation}
1.6695+2.0411=3.7106\ \text{eV}\quad(0.13636\ \text{hartree}).
\end{equation}
The extra digits serve the comparison below. Corrections from the electron repulsion, of relative order $1/Z$, are not included; at $Z=30$ they already affect the second digit.

Measured from the rest energy $c^2$, the orbital energies are $-12395.5$ eV for $1s_{1/2}$ and $-3108.3$ eV for $2p_{1/2}$, so $|\Delta|=9287$ eV and $c/|\Delta|=0.2125$ \AA. The mean orbital radii are $0.0260$ and $0.0863$ \AA. Half of $\int J^2dk$ comes from photons below $83$ keV, about nine times $|\Delta|$, but $5.2\%$ comes from photons softer than $|\Delta|$.

The two orderings follow from $k^2/(k^2-\kappa^2)=\frac12[k/(k-\kappa)+k/(k+\kappa)]$. With $\Delta$ dropped, each gives $1.0206$ eV. With $\Delta$ kept, the ordering in which the electron falling from $2p$ to $1s$ emits first gives $1.1793$ eV, and the other gives $0.8594$ eV. These are changes of $+15.6\%$ and $-15.8\%$. Their sum is
\begin{equation}
1.1793+0.8594=2.0387\ \text{eV},
\end{equation}
only $0.12\%$ below the Breit exchange energy. The total becomes $3.7082$ eV ($0.13627$ hartree). The neglect is poor in each ordering and much better in the sum. Since $k/(k\mp\kappa)=(k^2\pm k\kappa)/(k^2-\kappa^2)$, the two orderings share a part even in $\Delta$ and carry opposite parts odd in $\Delta$. The odd parts cancel exactly, and only the even part, of relative order $(\kappa r)^2$ by \eqref{correction}, changes the sum.

The relative change of the exchange term is $-0.015\%$, $-0.058\%$ and $-0.119\%$ for $Z=10$, $20$ and $30$. This is a little slower than the growth as $Z^2$ expected from \eqref{correction}. At $Z=30$ the change is also far smaller than $(Z/c)^2\approx0.05$. The scaling argument gives only the leading power of $Z$, valid for small $Z/c$, and should not be extrapolated to heavy ions. It does not fix the coefficient, and these numbers do not show why the coefficient is small.

Numbers in the example were calculated in double precision.
